# Dilute High-Permittivity Spheres and the Factor 1 + 3f

## The fact to be explained

Take an epoxy of relative permittivity 3.5 and disperse in it 5 % by volume of ceramic spheres with permittivity 1500. Averaging the two permittivities by volume would give

$$0.95\times 3.5+0.05\times 1500\approx 78 .$$

The dilute theory derived below gives 4.02. Making the filler permittivity infinite would raise this only to 4.025. Almost the whole polarizability of the filler is thus without effect, and the gain is set by its volume and shape.

The volume average would hold if the electric field were the same in both materials, as it is in columns that run from one electrode to the other. A separate sphere does not keep that field. The charge bound at its surface opposes the field inside, and the more polarizable the sphere, the more completely the field is expelled.

## Statement and conventions

Let identical spheres of radius $a$ and permittivity $\varepsilon_i$ fill a volume fraction $f$ of a matrix of permittivity $\varepsilon_m$. Permittivities are relative, and $\varepsilon_0$ is written separately. The effective permittivity is defined by volume averages,

$$\langle \mathbf D\rangle=\varepsilon_0\varepsilon_{\rm eff}\langle \mathbf E\rangle .$$

The result is

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=1+3f\beta+O(f^2),\qquad
\beta=\frac{\varepsilon_i-\varepsilon_m}{\varepsilon_i+2\varepsilon_m}.$$

For $\varepsilon_i/\varepsilon_m\to\infty$ we have $\beta\to1$, and the factor becomes $1+3f$. This is a first-order law in $f$, not an identity at finite $f$.

Four assumptions enter. Both materials respond linearly and isotropically. The spheres carry no free charge. The field varies slowly enough for electrostatics to apply. Finally, the spheres are well separated: as $f$ falls, the distance $d$ between neighbours grows as $a f^{-1/3}$. A small $f$ with the spheres gathered into touching groups is not dilute in this sense.

## Step 1: only the spheres matter in the average

Consider the combination $\mathbf D-\varepsilon_0\varepsilon_m\mathbf E$. It vanishes everywhere in the matrix, because there $\mathbf D=\varepsilon_0\varepsilon_m\mathbf E$. Its average over the whole volume is therefore $f$ times its average over the spheres:

$$\langle\mathbf D\rangle-\varepsilon_0\varepsilon_m\langle\mathbf E\rangle
=f\,\langle \mathbf D-\varepsilon_0\varepsilon_m\mathbf E\rangle_{\rm sphere}.\tag{1}$$

No approximation has been made. We need only the excess displacement inside a sphere, that is, the displacement beyond what the matrix would carry in the same local field.

## Step 2: one sphere in a uniform field

Place one sphere at the origin in a field $E_0$ along $z$, with $\theta$ measured from $z$. The potential obeys Laplace's equation in each material. The applied potential is $-E_0r\cos\theta$, so we look for a solution proportional to $\cos\theta$. The two such solutions are $r\cos\theta$ and $\cos\theta/r^2$. The second is singular at the centre and is excluded inside. Hence

$$\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=-E_0\left(r-\frac{\beta a^3}{r^2}\right)\cos\theta ,$$

where $E_{\rm in}$ and $\beta$ are still unknown. Continuity of the potential at $r=a$ gives

$$E_{\rm in}=E_0(1-\beta).\tag{2}$$

The radial field outside is

$$E_r=-\frac{\partial\phi_{\rm out}}{\partial r}
=E_0\left(1+\frac{2\beta a^3}{r^3}\right)\cos\theta .\tag{3}$$

Without free surface charge, the radial displacement is continuous:

$$\varepsilon_iE_{\rm in}=\varepsilon_mE_0(1+2\beta).\tag{4}$$

Put (2) into (4) and collect the terms in $\beta$:

$$\varepsilon_i-\varepsilon_i\beta=\varepsilon_m+2\varepsilon_m\beta
\quad\Rightarrow\quad
\beta=\frac{\varepsilon_i-\varepsilon_m}{\varepsilon_i+2\varepsilon_m}.$$

Equation (2) then gives

$$E_{\rm in}=\frac{(\varepsilon_i+2\varepsilon_m)-(\varepsilon_i-\varepsilon_m)}{\varepsilon_i+2\varepsilon_m}E_0
=\frac{3\varepsilon_m}{\varepsilon_i+2\varepsilon_m}E_0 .\tag{5}$$

The solution satisfies every boundary condition, so by the uniqueness of the electrostatic problem it is the solution.

## Step 3: the finite limit of an infinite permittivity

The inner field is uniform, and the excess displacement in (1) is

$$D_{\rm in}-\varepsilon_0\varepsilon_mE_{\rm in}
=\varepsilon_0(\varepsilon_i-\varepsilon_m)\frac{3\varepsilon_m}{\varepsilon_i+2\varepsilon_m}E_0
=3\varepsilon_0\varepsilon_m\beta E_0 .\tag{6}$$

As $\varepsilon_i\to\infty$, the field $E_{\rm in}$ tends to zero as $1/\varepsilon_i$. The product $\varepsilon_iE_{\rm in}$ tends to $3\varepsilon_mE_0$. The displacement inside is therefore finite, three times that of the undisturbed matrix.

A numerical integration of the radial equation through the sphere, which does not use the formula for $\beta$, shows the approach to the limit. For $\varepsilon_i/\varepsilon_m=10$ the excess, in units of $\varepsilon_0\varepsilon_mE_0$, is 2.25. For a ratio of 100 it is 2.912, and for $10^5$ it is 2.9999. Three quarters of the limiting gain is already present at a ratio of ten.

There is a simple picture of the 3. The flux through the equatorial disc of a perfectly polarizable sphere is $3\varepsilon_0\varepsilon_mE_0\,\pi a^2$. The sphere gathers the flux that would have crossed an area three times its own cross-section. It cannot gather more: once the inner field has vanished, the surface is an equipotential, and a further increase in $\varepsilon_i$ no longer changes the field outside.

## Step 4: many spheres, first order in f

Let $E_0$ now be the field that excites a given sphere in the composite. It differs from $\langle E\rangle$ because of the other spheres. From (3), the field of one neighbour at distance $d$ is of order $E_0a^3/d^3$, and $a^3/d^3$ is of order $f$ for well-separated spheres. The distant spheres act as a continuous polarization. Their macroscopic field is already contained in $\langle E\rangle$, and what remains is proportional to the polarization, hence again to $f$. The next section finds this remainder for a cubic lattice. Thus

$$E_0=\langle E\rangle\,[1+O(f)].$$

Insert this and (6) into (1):

$$\langle D\rangle=\varepsilon_0\varepsilon_m\langle E\rangle
+3f\beta\,\varepsilon_0\varepsilon_m\langle E\rangle+O(f^2).$$

The correction to $E_0$ enters only at order $f^2$, since it is multiplied by the $f$ already present. Division by $\varepsilon_0\varepsilon_m\langle E\rangle$ gives the stated law, and $\beta\to1$ gives $1+3f$.

The gain $3f$ can be divided into two parts. Each perfectly polarizable sphere carries a displacement of 3 units where the matrix carried 1, which contributes $2f$. The sphere also sustains no voltage, so at fixed total voltage the field in the matrix rises on average by the factor $1/(1-f)\approx1+f$. This contributes the remaining $f$.

Since

$$1-\beta=\frac{3\varepsilon_m}{\varepsilon_i+2\varepsilon_m}>0,$$

no finite positive $\varepsilon_i$ reaches $\beta=1$. At first order, $3f$ is the ceiling for isotropic spheres.

### The opposite limit and another shape

For $\varepsilon_i\ll\varepsilon_m$, as for pores in a high-permittivity ceramic, $\beta\to-\tfrac12$ and

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\to1-\tfrac32 f .$$

The loss exceeds the missing volume $f$, because flux also avoids the matrix just above and below each pore.

The number 3 belongs to the sphere. For long circular cylinders perpendicular to the field, the outer solution falls as $\cos\theta/r$, and the term in $\beta a^3/r^2$ becomes $\beta'a^2/r$. The two boundary conditions are then

$$E_{\rm in}=E_0(1-\beta'),\qquad \varepsilon_iE_{\rm in}=\varepsilon_mE_0(1+\beta').$$

They give $\beta'=(\varepsilon_i-\varepsilon_m)/(\varepsilon_i+\varepsilon_m)$ and $E_{\rm in}=2\varepsilon_mE_0/(\varepsilon_i+\varepsilon_m)$. The excess displacement is $2\varepsilon_0\varepsilon_m\beta'E_0$, and the limiting factor is $1+2f$.

## Step 5: what the neighbours change

To see how large the neglected terms are, put the spheres on a cubic lattice and treat them as dipoles. Around one sphere draw a large imaginary ball containing many neighbours. The $z$ field at the centre from dipoles along $z$ is proportional to

$$\sum\frac{3z^2-r^2}{r^5}.$$

On each shell of a cubic lattice the sums of $x^2$, $y^2$ and $z^2$ are equal, so $\sum3z^2=\sum r^2$ and the contribution vanishes. The transverse components contain $\sum xz$ and $\sum yz$, which vanish by reflection.

The material outside the ball may be treated as continuous, with excess polarization $P=3f\varepsilon_0\varepsilon_m\beta E_0$. Its field at the centre is the full macroscopic field $\langle E\rangle$ minus the field that a uniformly polarized ball would produce there. Let the latter be $-e$ along $z$. The potential is then $er\cos\theta$ inside the ball and, by continuity at its radius $R$, $eR^3\cos\theta/r^2$ outside. Continuity of the radial displacement requires

$$-\varepsilon_0\varepsilon_me+P=2\varepsilon_0\varepsilon_me
\quad\Rightarrow\quad e=\frac{P}{3\varepsilon_0\varepsilon_m}=f\beta E_0 .$$

Subtracting $-e$ means adding $e$:

$$E_0=\langle E\rangle+f\beta E_0
\quad\Rightarrow\quad E_0=\frac{\langle E\rangle}{1-f\beta}.$$

With (1) and (6),

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=1+\frac{3f\beta}{1-f\beta}.\tag{7}$$

For $\beta=1$ the expansion begins $1+3f+3f^2$. Equation (7) leaves out the higher multipoles that close neighbours induce.

Solving Laplace's equation on a three-dimensional grid, with each sphere held at a constant potential, gives the effective permittivity directly from the flux:

| $f$ | grid solution | $1+3f$ | equation (7), $\beta=1$ |
|---|---|---|---|
| 0.02 | 1.061 | 1.060 | 1.061 |
| 0.05 | 1.158 | 1.150 | 1.158 |
| 0.10 | 1.334 | 1.300 | 1.333 |

At $f=0.05$ the linear law misses about 5 % of the gain, which is 0.7 % of the permittivity. At $f=0.10$ it misses about 10 % of the gain.

These shares belong to the cubic lattice. In a random dispersion some spheres have close neighbours, and for $\beta=1$ the coefficient of $f^2$ is about 4.5 instead of 3. Counting terms up to $f^2$, the linear law then misses about 7 % of the gain at $f=0.05$ and 13 % at $f=0.10$.

The coefficient 3 can be tested by extrapolating the gain per unit $f$ to $f=0$. The cubic lattice gives 2.997. A lattice whose cell is 1.5 times longer along the field also gives 2.997. The two arrangements share the first-order term, although they differ at finite $f$: at $f=0.05$ the long cell gives 1.148, slightly below $1+3f$.

The sign of this difference follows from the dipole field. By (3), a neighbour on the field axis adds $2\beta a^3E_0/d^3$. A neighbour beside the sphere adds $-\beta a^3E_0/d^3$, as follows from $-\partial\phi_{\rm out}/\partial z$ at $\theta=90^\circ$. Stretching the cell along the field at fixed $f$ weakens the helpful neighbours and brings the opposing ones closer.

Compressing the cell to half its width along the field does the reverse. The spheres form loose chains, and at $f=0.05$ the ratio is 1.195. The gain is 30 % larger than $3f$ at the same filler content. This is one arrangement, not an upper bound. If perfectly polarizable spheres touched in a chain from one electrode to the other, the chain could sustain no voltage, and the capacitance would be infinite. The expansion in $f$ then has no meaning, however small $f$ is.

## Worked example: a ceramic-filled epoxy film

The parameters are rough values suggested by barium titanate particles in epoxy: $\varepsilon_m=3.5$, $\varepsilon_i=1500$, $a=100$ nm and $f=0.05$. The film is 10 µm thick and carries 0.2 MV/cm, or 200 V. On a cubic lattice the sphere centres would be 438 nm apart, leaving gaps of 238 nm.

The ideal limit is

$$\varepsilon_{\rm eff}=3.5\,(1+3\times0.05)=4.025 .$$

For the finite filler permittivity,

$$\beta=\frac{1500-3.5}{1500+7}=0.993,\qquad
\varepsilon_{\rm eff}=3.5\,(1+0.15\times0.993)=4.021 .$$

Equation (7) adds the cubic interactions and gives 4.05; a random dispersion would give about 4.06. The capacitance per area, $\varepsilon_0\varepsilon_{\rm eff}$ divided by the thickness, rises from 0.310 nF/cm² for plain epoxy to 0.356 nF/cm² in the ideal limit.

### Imperfect filler

A particle may have a surface layer of low permittivity $\varepsilon_s$. Let the core fill a share $s$ of the particle volume, and let $b=(\varepsilon_i-\varepsilon_s)/(\varepsilon_i+2\varepsilon_s)$. The core sees the layer as its matrix, so by Step 2 the potential in the layer is $-F(r-bsa^3/r^2)\cos\theta$, where $F$ is a constant. At $r=a$ the matrix meets a potential $-Fa(1-sb)\cos\theta$ and a radial displacement $\varepsilon_0\varepsilon_sF(1+2sb)\cos\theta$. A uniform sphere with inner field $G$ presents $-Ga\cos\theta$ and $\varepsilon_0\varepsilon_{\rm eq}G\cos\theta$. Equating both pairs and dividing gives

$$\varepsilon_{\rm eq}=\varepsilon_s\frac{1+2sb}{1-sb}.$$

An assumed layer of 2 nm with $\varepsilon_s=10$ has $s=0.98^3=0.941$. It lowers the equivalent filler permittivity from 1500 to 368. Yet $\beta$ falls only to 0.972, and $\varepsilon_{\rm eff}$ to 4.01.

Single-domain grains are anisotropic. Along each principal axis the solution of Step 2 holds with that axis's permittivity, so there are three values $\beta_j$. If $n_j$ are the components of the field direction along the axes, the response along the field is $\sum_j\beta_jn_j^2$. For random orientation $\langle n_j^2\rangle=\tfrac13$, and the effective $\beta$ is the mean of the three. With rough values of 3000 on two axes and 150 on the third, it is 0.975, and again $\varepsilon_{\rm eff}=4.01$.

Temperature acts in the same muted way through the filler. A change of $\varepsilon_i$ from 1000 to 10 000 moves $\varepsilon_{\rm eff}$ from 4.020 to 4.024. The matrix is different, because $\varepsilon_{\rm eff}$ is proportional to $\varepsilon_m$ in the ideal limit. A rough drift of 0.1 % per kelvin over 50 K changes $\varepsilon_{\rm eff}$ by 0.20, although the ratio $1+3f$ stays the same.

### Field limits

The price of the gain is paid in the matrix. By (3), the field just outside the pole of an isolated sphere is $(1+2\beta)E_0$, here 0.60 MV/cm. If the epoxy withstands roughly 2 MV/cm, the pole reaches that value at an applied field of 0.67 MV/cm. This figure is for an isolated sphere. On the cubic lattice at $f=0.05$ the neighbours lower it to about 0.63 MV/cm. A close neighbour along the field raises the field in the gap, so agglomerates reach the same value much earlier: at about 0.44 MV/cm in the chained cell above, and at about 0.17 MV/cm, below the working field of the example, in a chain with 20 nm gaps. These values mark where local damage may become a concern. They do not predict the breakdown of the film, which also depends on defects, on thickness and on how far the high-field region extends.

Inside the filler the field is only 1.4 kV/cm, below a rough coercive field of 10 kV/cm. The displacement there is 0.19 µC/cm², against a rough spontaneous polarization of 26 µC/cm². For well-separated particles that respond with this average permittivity and have this coercive field, large-scale ferroelectric switching is therefore not expected at this voltage. The margin is uncertain. The coercive field depends on grain size and frequency, and values near 1 kV/cm are quoted for bulk crystals. Close neighbours also raise the inner field: with gaps of 5 nm along the field it reaches about 19 kV/cm next to the gap. The estimate does not cover a single-domain grain whose polar axis lies along the field. With a permittivity of 150 on that axis, (5) gives an inner field of 13 kV/cm, above the rough coercive field. The linear model also leaves out the spontaneous polarization itself. Its surface charge would produce a strong opposing field in a uniformly polarized grain, unless free charge screens it. Otherwise the grain may form domains or lose part of its polarization.

### Frequency range

Conduction in the matrix competes with displacement when $\sigma=2\pi\nu\varepsilon_0\varepsilon_m$, where $\sigma$ is its conductivity and $\nu$ the frequency. For a rough $\sigma=10^{-12}$ S/m this occurs near 5 mHz, and the result applies well above that. At 1 GHz the wavelength inside the filler, if its permittivity were still 1500, would be 7.7 mm. That is far larger than a particle, so electrostatics remains adequate.

### Beside the real case

The permittivities and film thickness are of the usual order for ceramic-filled epoxy capacitor layers. Two choices are not typical. Such layers generally contain tens of per cent of filler, where a first-order law cannot be used, and they usually work at far less than 200 V. The assumption most readily broken is that of well-separated spheres, because fine powders agglomerate. The chained cell computed above gives $3.5\times1.195=4.18$ instead of 4.025 at the same $f$, with infinite filler permittivity in both cases. This shift of 0.16 is more than ten times the loss that the surface layer or the anisotropy causes for isolated spheres. It belongs to chains aligned with the field. If instead all spheres form randomly oriented pairs with 2 nm gaps, the shift is about 0.07. At 5 % filler, then, the placing of the particles and the permittivity of the matrix matter more than a further increase in the permittivity of the filler, as long as the particles do not touch. Near contact the filler counts again. For touching chains along the field, $\varepsilon_{\rm eff}$ is about 7.7 with $\varepsilon_i=1500$, above 9 with $\varepsilon_i=10\,000$, and about 5.5 with the 2 nm surface layer. The input values used here are collected in the numerical output.

## Computed results

```
One sphere, radial integration: eps_i/eps_m, beta, E_in/E0, excess D/(eps0 eps_m E0)
        10  0.75000  2.500e-01  2.25000
       100  0.97059  2.941e-02  2.91176
    100000  0.99997  3.000e-05  2.99991
Cubic lattice, infinite eps_i: f, eps_eff/eps_m computed, 1+3f, 1+3f/(1-f)
  0.02  1.0612  1.0600  1.0612
  0.05  1.1578  1.1500  1.1579
  0.10  1.3335  1.3000  1.3333
Same at f = 0.05 on a coarser grid: 1.1578
Gain per f extrapolated to f = 0, cubic cell: 2.997
Gain per f extrapolated to f = 0, cell 1.5 times longer along field: 2.997
eps_eff/eps_m at f = 0.05, long cell: 1.1483
eps_eff/eps_m at f = 0.05, cell half as long along field (chains): 1.1953
Inputs: eps_m = 3.5, eps_i = 1500 (rough), f = 0.05
Inputs: radius 100 nm, film 10 um, field 0.2 MV/cm
Cubic centre spacing 438 nm, surface gap 238 nm
eps_eff from 1+3f: 4.025
beta = 0.99303; eps_eff with finite eps_i: 4.021
eps_eff with finite eps_i and cubic interactions: 4.049
Capacitance density: matrix 0.3099, composite (1+3f) 0.3564 nF/cm2
eps_eff for chained cell, infinite eps_i: 4.184
Surface layer 2 nm, permittivity 10 (assumed): equivalent eps_i 368
  beta = 0.9720, eps_eff = 4.010
Anisotropic grains 3000/150 (rough): mean beta 0.9754, eps_eff 4.012
Filler permittivity 1000: eps_eff = 4.020
Filler permittivity 10000: eps_eff = 4.024
Matrix drift 0.1 %/K (rough) over 50 K: eps_eff changes by 0.201
Pole field 0.597 MV/cm; matrix strength 2.0 MV/cm (rough)
Applied field at which the pole reaches that strength: 0.670 MV/cm
Field inside filler 1.39 kV/cm; coercive field 10 kV/cm (rough)
Displacement inside filler 0.185 uC/cm2; spontaneous polarization 26 uC/cm2 (rough)
Matrix conductivity 1e-12 S/m (rough): conduction matters below 5.1 mHz
Wavelength inside filler at 1 GHz: 7.7 mm
```
